# Why three second-order rate terms in HF oxide etching cannot be separated, part 1

(Sections cited here and not found follow in the second part.)

## The equilibria and the rate law

Let \(h\), \(f\), \(m\), \(b\) and \(d\) be the concentrations of H\(^+\), F\(^-\), HF, HF\(_2^-\) and (HF)\(_2\) in an aqueous solution. They are given in mol/L, and inside a logarithm or a power each stands for its numerical value in that unit. The symbol H\(^+\) means the hydrated proton. HF means all dissolved material of composition HF that is neither free ions nor dimer, including any associated pair of a hydrated proton and a fluoride ion. Etch rates \(r\) are in nm/min; atomic units would be unnatural here. The species are connected by three reactions,

\[
\mathrm{HF}\rightleftharpoons \mathrm{H^+}+\mathrm{F^-},\qquad
\mathrm{HF}+\mathrm{F^-}\rightleftharpoons \mathrm{HF_2^-},\qquad
2\,\mathrm{HF}\rightleftharpoons(\mathrm{HF})_2 ,
\]

with equilibrium constants \(K_1\) (mol/L), \(K_2\) (L/mol) and \(K_d\) (L/mol), in that order.

Three candidate contributions to the etch rate of an oxide are of interest. One is proportional to the dimer concentration, one to the square of the monomer concentration, and one to the product of the proton and bifluoride concentrations:

\[
r_D=k_D\,d,\qquad r_M=k_M\,m^2,\qquad r_P=k_P\,hb .
\]

Two such terms are called kinetically indistinguishable if, for any coefficient in one of them, there is a coefficient in the other that gives the same rate in every bath. The second coefficient may depend on temperature but not on the composition of the bath. The claim is that the three terms are indistinguishable in this sense under four assumptions. The solution is ideal. The temperature is fixed. The three reactions are fast enough to be in equilibrium where the oxide is attacked. Any factor that describes the state of the surface is common to the three terms.

A bath is specified by two numbers that the experimenter controls. The first is the total fluoride \(C\). Since HF\(_2^-\) and (HF)\(_2\) each hold two fluorine atoms,

\[
C=f+m+2b+2d .
\]

The second is the net concentration \(s\) of inert ions, counted as inert cations minus inert anions, all of unit charge. A fully dissociated fluoride salt contributes its cation and makes \(s\) positive; a strong acid contributes its anion and makes \(s\) negative. Neutrality of the solution requires

\[
h+s=f+b .
\]

Hydroxide is left out of this balance because the baths are acidic.

The equilibrium conditions follow from the free energy. In an ideal dilute solution each solute has the chemical potential \(\mu_i=\mu_i^\circ+RT\ln c_i\), where \(R\) is the gas constant and \(T\) the temperature. The presence of solutes also lowers the chemical potential of water, by \(RT\sum_i c_i/c_w\), where \(c_w\) is the concentration of water. Multiplied by the amount of water per litre, \(c_w\), this gives \(-RT\sum_i c_i\). The free energy per litre, divided by \(RT\), is therefore

\[
g=\sum_i c_i\left(\frac{\mu_i^\circ}{RT}+\ln c_i-1\right)+\text{constant}.
\]

Its derivative with respect to one concentration is

\[
\frac{\partial g}{\partial c_i}
=\frac{\mu_i^\circ}{RT}+\ln c_i-1+c_i\,\frac{1}{c_i}
=\frac{\mu_i^\circ}{RT}+\ln c_i ,
\]

which is \(\mu_i/RT\), as it must be.

Now let the first reaction advance by a small amount \(\xi_1\) (in mol/L). Then \(h\) and \(f\) rise by \(\xi_1\) and \(m\) falls by \(\xi_1\). Both balances are respected: total fluoride is unchanged because one F moves from HF to F\(^-\), and the charge balance is unchanged because \(h\) and \(f\) rise together. At the minimum of \(g\) the first-order change must vanish:

\[
\frac{\partial g}{\partial \xi_1}
=\frac{\mu^\circ_{\rm H}+\mu^\circ_{\rm F}-\mu^\circ_{\rm HF}}{RT}
+\ln h+\ln f-\ln m=0 .
\]

Moving the constant to the other side and exponentiating gives

\[
\frac{hf}{m}=\exp\!\left(-\frac{\mu^\circ_{\rm H}+\mu^\circ_{\rm F}-\mu^\circ_{\rm HF}}{RT}\right)\equiv K_1 .
\]

The second reaction lowers \(m\) and \(f\) and raises \(b\) by equal amounts. The third lowers \(m\) by two units for each unit by which it raises \(d\), so that \(\ln m\) enters its condition twice. The same argument gives

\[
\ln\frac{b}{mf}=-\frac{\mu^\circ_{\rm HF_2}-\mu^\circ_{\rm HF}-\mu^\circ_{\rm F}}{RT}\equiv\ln K_2,
\qquad
\ln\frac{d}{m^2}=-\frac{\mu^\circ_{\rm (HF)_2}-2\mu^\circ_{\rm HF}}{RT}\equiv\ln K_d .
\]

The three laws to be used are thus

\[
hf=K_1m,\qquad b=K_2mf,\qquad d=K_dm^2 .
\]

They describe a minimum, and there is one such state for each bath with \(s<C\). (At \(s=C\), a pure fluoride salt, or above it, the balances without hydroxide admit no state in which all five concentrations are positive.) The second derivatives of \(g\) are \(1/c_i\) for each species and zero for mixed pairs, so \(g\) is strictly convex, and a strictly convex function has at most one stationary point on the set selected by the two linear balances. The balances limit every concentration, so that set is bounded, and with its edge included \(g\) has a minimum on it. The minimum does not lie on the edge, where some concentration vanishes, because the slope \(\ln c_i\) tends to minus infinity there and a small step inward lowers \(g\).

The dimer law already states that \(d\) is proportional to \(m^2\). For the product of proton and bifluoride, insert the second law for \(b\), group \(h\) with \(f\), and use the first law:

\[
hb=h\,(K_2mf)=K_2m\,(hf)=K_2m\,(K_1m)=K_1K_2\,m^2 .
\]

The fluoride concentration has dropped out. The reason can be read from the reactions. Adding the first to the second cancels F\(^-\) and leaves \(2\,\mathrm{HF}\rightleftharpoons\mathrm{H^+}+\mathrm{HF_2^-}\), whose equilibrium constant is \(K_1K_2\), a pure number. The pair H\(^+\) and HF\(_2^-\) is made of the same atoms, and has the same total charge, as two HF molecules or one dimer.

Adding acid might seem to offer a way to separate the terms, since it changes \(h\) directly. At a given \(m\), however, raising \(h\) lowers \(f=K_1m/h\), and with it \(b=K_1K_2m^2/h\). The two changes cancel in the product. Added fluoride salt works in the opposite direction, raising \(b\) and lowering \(h\), with the same cancellation. Either addition may change \(m\) itself through the balances, but then all three terms change in the same ratio.

Further species do not spoil the result. If the solution also holds larger complexes, or dissolved products of the etching, the balances gain terms and the value of \(m\) in a given bath shifts. The three reactions above can still advance independently of the others, so the same three stationarity conditions hold, and so does the relation \(hb=K_1K_2m^2\). For the same reason the relation persists in a bath that ages slowly: at each moment the concentrations have drifted, but they still obey the three laws.

Consider now a rate law that contains the three terms together with a monomer term and a bifluoride term,

\[
r=k_1m+k_bb+k_Dd+k_Mm^2+k_Phb .
\]

Replacing \(d\) by \(K_dm^2\) and \(hb\) by \(K_1K_2m^2\), and collecting the coefficients of \(m^2\), gives

\[
r=k_1m+k_bb+\kappa m^2,\qquad
\kappa=k_M+K_dk_D+K_1K_2k_P .
\]

Two sets \((k_D,k_M,k_P)\) with the same \(\kappa\) predict the same rate in every bath. This proves the claim. For single terms, the coefficients that replace one another are related by

\[
k_M=K_dk_D=K_1K_2k_P .
\]

If the coefficients are required to be non-negative, the sets compatible with a given \(\kappa>0\) fill a triangle in the space of \((k_D,k_M,k_P)\). Its corners are the three pure attributions, \((\kappa/K_d,0,0)\), \((0,\kappa,0)\) and \((0,0,\kappa/K_1K_2)\). Etch rates at one temperature therefore give upper bounds on the three coefficients, \(k_D\le\kappa/K_d\), \(k_M\le\kappa\) and \(k_P\le\kappa/(K_1K_2)\), but they do not select a point inside the triangle.

It remains to see what rates can determine. For this it helps to express every species by \(h\) and \(f\). From the three laws,

\[
m=\frac{hf}{K_1},\qquad
b=K_2mf=\frac{K_2}{K_1}\,hf^2,\qquad
d=K_dm^2=\frac{K_d}{K_1^2}\,h^2f^2 .
\]

The two variables can be chosen freely. Given any positive \(h\) and \(f\), these formulas fix \(m\), \(b\) and \(d\), and the balances then state which bath to prepare, namely \(C=f+m+2b+2d\) and \(s=f+b-h\). When \(s\) is positive it is smaller than \(C\), so the required cations can be brought in with part of the fluoride.

A product of powers of concentrations is consequently a constant times \(h^pf^q\), where \(p\) counts the hydrogen atoms in the product and \(q\) the fluorine atoms. The ratio of two such products is a constant times \(h^{\Delta p}f^{\Delta q}\), where \(\Delta p\) and \(\Delta q\) are the differences of the exponents. Doubling \(h\) at fixed \(f\) multiplies this ratio by \(2^{\Delta p}\), and doubling \(f\) at fixed \(h\) multiplies it by \(2^{\Delta q}\). The ratio is the same in all baths if and only if both differences vanish. In the ideal model, therefore, rate terms merge when they have the same elemental composition, and not otherwise. The dimer, the squared monomer and the proton–bifluoride product all have \(p=q=2\). Bifluoride alone has \(p=1\) and \(q=2\).

The same variables show that \(k_1\), \(k_b\) and \(\kappa\) can be found separately. Suppose that some combination \(\alpha m+\beta b+\gamma m^2\) vanished in every bath. Inserting the expressions above and dividing by \(hf\) would give

\[
\frac{\alpha}{K_1}+\frac{\beta K_2}{K_1}\,f+\frac{\gamma}{K_1^2}\,hf=0 .
\]

Varying \(h\) at fixed \(f\) forces \(\gamma=0\). Varying \(f\) then forces \(\beta=0\), and \(\alpha=0\) remains. The three functions are linearly independent, so a suitable set of baths determines their three coefficients.

The set must be chosen with some care. In plain HF without additives, \(s=0\), and the baths form a single series. Charge balance then reads \(h=f+b=f(1+K_2m)\). Multiplying by \(h\) and using \(hf=K_1m\) gives

\[
h^2=K_1m(1+K_2m),\qquad
b=\frac{K_1K_2m^2}{h}=\frac{K_2\sqrt{K_1}\;m^{3/2}}{\sqrt{1+K_2m}} .
\]

For \(K_2m\ll1\) the bifluoride concentration grows as \(m^{3/2}\). For \(K_2m\gg1\) it tends to \(\sqrt{K_1K_2}\,m\), which is proportional to the monomer concentration. In that limit a series of plain HF baths confuses the bifluoride term with the monomer term. This confusion is due to the restricted choice of baths, and added acid or salt removes it. The confusion among the three second-order terms is of another kind, since no choice of bath removes it within the model.

The result concerns the part that a species plays in the attack on the oxide, not whether the species exists. A separate measurement of the dimer concentration could give \(K_d\). That would fix the factor by which \(k_D\) converts into \(k_M\), but it would not tell which of the two describes the reaction at the surface.

In ideal solution at a fixed temperature, with the three reactions in equilibrium and a common surface factor, the dimer, squared-monomer and proton–bifluoride terms are indistinguishable, and etch rates determine only \(k_1\), \(k_b\) and \(\kappa\). What remains is to work through a numerical case and to examine what happens when each of these assumptions is relaxed.
